# Unified charge control in the MOS transistor and its Lambert-W solution

Q. A MOS transistor has an exponential charge law below threshold and a nearly linear one above it. I doubt that one equation can cover both without a fitted joint. What would you start from?

A. From Poisson's equation for a long n-channel device on a uniformly doped p-type body, with Boltzmann statistics. Quantum confinement, gate depletion and short-channel fields are left out. The field along the channel is taken to change with position much more slowly than the vertical field changes with depth, so each position is a one-dimensional problem in the depth $z$.

Let $p(z)$ be the potential relative to the deep body, $\psi=p(0)$ its surface value, $\phi$ the thermal voltage, $N$ the acceptor density, $\epsilon$ the permittivity and $q_e$ the elementary charge. The electron quasi-Fermi potential $V$ does not depend on depth, because no vertical electron current flows. The electron density is $N e^{(p-2\phi_F-V)/\phi}$, where $2\phi_F$ measures how rare electrons are in the neutral body. Then

$$\frac{d^2p}{dz^2}=\frac{q_eN}{\epsilon}\left[1-e^{-p/\phi}+e^{(p-2\phi_F-V)/\phi}\right].$$

The three terms are acceptors, holes and electrons. Multiply by $2\,dp/dz$, so that the left side becomes $d(p'^2)/dz$, and integrate from the deep body, where $p=p'=0$. At the surface, for $\psi\gg\phi$, the hole exponential is negligible, as is the electron term from the deep limit:

$$p'(0)^2=\frac{2q_eN}{\epsilon}\left[\psi-\phi+\phi e^{u}\right],\qquad u=\frac{\psi-2\phi_F-V}{\phi}.$$

The $-\phi$ is left by the holes at the depletion edge.

Let $G$ be the gate voltage minus the flat-band voltage. The oxide drops $G-\psi$, and Gauss's law gives $C_{ox}(G-\psi)=\epsilon|p'(0)|$. With $\gamma=\sqrt{2q_e\epsilon N}/C_{ox}$,

$$G-\psi=\gamma\sqrt{\psi-\phi+\phi e^u}.\tag{1}$$

Q. That is the total charge. Which part carries the current?

A. The electrons. Write their charge per area as $Q_I<0$ and use the positive quantity $Q=-Q_I/C_{ox}$, in volts. The charge-sheet approximation treats the electron layer as thin, so the depletion charge is what it would be without electrons: $\gamma y$, with $y=\sqrt{\psi-\phi}$. Subtracting it from the total,

$$Q=G-\psi-\gamma y.\tag{2}$$

Q. The square root in $y$ makes $Q$ a nonlinear function of $\psi$, which is awkward.

A. It can be replaced by a tangent at fixed $G$. Expand about the surface potential $\psi_a$ at which (2) gives $Q=0$. With $\psi_a=y_a^2+\phi$, this condition reads $y_a^2+\gamma y_a-(G-\phi)=0$. Since $y_a$ must be positive,

$$y_a=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+G-\phi}.$$

From $dy/d\psi=1/(2y)$, the slope of (2) at this point is $dQ/d\psi=-n$, where

$$n=1+\frac{\gamma}{2y_a},\qquad Q\simeq n(\psi_a-\psi).\tag{3}$$

In units of the oxide capacitance, the 1 in $n$ is that capacitance itself and $\gamma/(2y_a)$ is the depletion capacitance.

Q. How much does the tangent miss?

A. Subtract $0=G-\psi_a-\gamma y_a$ from (2) and use $\psi_a-\psi=y_a^2-y^2$:

$$Q=(y_a^2-y^2)+\gamma(y_a-y).$$

The tangent is $(y_a^2-y^2)[1+\gamma/(2y_a)]$. The difference is

$$R=\gamma(y_a-y)\left[1-\frac{y_a+y}{2y_a}\right]=\frac{\gamma(y_a-y)^2}{2y_a}\ge0.\tag{4}$$

The tangent therefore lies below the charge-sheet curve, and the gap grows quadratically with the distance $y_a-y$.

Q. You have related $Q$ to $\psi$, but a circuit sets $V$. Where does $V$ enter?

A. Through $u$. By (2), $G-\psi=Q+\gamma y$. Put this in (1) and square:

$$Q^2+2\gamma yQ+\gamma^2y^2=\gamma^2y^2+\gamma^2\phi e^u.$$

The depletion terms cancel, leaving

$$\phi e^u=\frac{Q(Q+2\gamma y)}{\gamma^2}.\tag{5}$$

In weak inversion $Q$ is small and $y\simeq y_a$, so the factor $Q+2\gamma y$ is close to $2\gamma y_a$. The second approximation is to keep that value throughout. Since $\gamma/(2y_a)=n-1$,

$$Q=(n-1)\phi\,e^{(\psi-2\phi_F-V)/\phi}.\tag{6}$$

Q. In strong inversion $Q$ is not small, so this looks indefensible.

A. The factor does change there, but it enters the voltage through $\phi$ times a logarithm, while the main term $Q/n$ is then many times $\phi$. Near $Q\sim n\phi$, where a shift of order $\phi$ would matter, the change is small if $n\phi\ll2\gamma y_a$. A very small body factor violates that condition. The resulting error can be written in closed form once the charge equation is known.

Take the logarithm of (6) and differentiate at fixed $G$:

$$dV=d\psi-\phi\,\frac{dQ}{Q}.\tag{7}$$

Multiplied by $Q$, the first term on the right describes drift and the second diffusion.

Q. Then combine the two approximations.

A. Equation (3) gives $d\psi=-dQ/n$, so

$$dV=-\left(\frac1n+\frac{\phi}{Q}\right)dQ.\tag{8}$$

The two terms are equal at $Q=n\phi$. Call this the pinch-off charge and let $V_P$ be the value of $V$ at which it occurs. The charge there is small but not zero. Integrate from $V$ to $V_P$, reversing the charge limits to absorb the minus sign:

$$V_P-V=\int_{n\phi}^{Q}\left(\frac1n+\frac{\phi}{Q'}\right)dQ'
=\frac{Q-n\phi}{n}+\phi\ln\frac{Q}{n\phi}.$$

With $q=Q/(n\phi)$ and $v=(V_P-V)/\phi$, division by $\phi$ gives the unified charge control equation,

$$q-1+\ln q=v.\tag{9}$$

The linear term dominates at large $q$ and the logarithm at small $q$. No joining function has been inserted.

Q. You have hidden the device in $V_P$. Is that a fitted constant?

A. No. Put $\psi=\psi_a-Q/n$ into (6), then set $Q=n\phi$ and $V=V_P$:

$$n\phi=(n-1)\phi\exp\left[\frac{\psi_a-\phi-2\phi_F-V_P}{\phi}\right].$$

Taking the logarithm and solving,

$$V_P=\psi_a-2\phi_F-\phi\left[1+\ln\frac{n}{n-1}\right].\tag{10}$$

Q. Equation (9) still has $q$ both inside and outside a logarithm. Must it be iterated?

A. It has a closed solution in a known special function. Move the 1 to the right and exponentiate:

$$q+\ln q=1+v\quad\Longrightarrow\quad q\,e^q=e^{1+v}.$$

The Lambert function $W$ is defined by $We^W=x$, so

$$q=W_0\!\left(e^{1+v}\right),\qquad
Q=n\phi\,W_0\!\left(e^{1+(V_P-V)/\phi}\right).\tag{11}$$

Q. Lambert's function has several branches. Why the principal one?

A. The right side $e^{1+v}$ is positive, so a real $q$ must be positive too. For $q>0$ the derivative of $qe^q$ is $(1+q)e^q>0$, and the product rises from zero to infinity. It meets each positive value once, on the branch $W_0$. The solution is exact for (9); the approximations behind (9) remain.

For large $v$ the exponential can overflow a computer's number range. The Wright omega function, $\omega(s)=W_0(e^s)$ for real $s$, avoids this because it can be evaluated from $\omega+\ln\omega=s$. At $s=1000$ it gives 993.099, whose logarithm, 6.901, restores the sum.

Q. Does the formula return the two familiar regimes?

A. For $v\to-\infty$, write $q=e^{1+v}e^{-q}$. As $q$ is small, the last factor tends to one:

$$q\simeq e^{1+v}\qquad\text{(weak inversion)}.$$

The relative error of this estimate is about $q$. For large positive $v$, write $q=1+v-\ln q$ and use the leading value $1+v$ inside the logarithm:

$$q\simeq1+v-\ln(1+v)\qquad\text{(strong inversion)}.$$

To leading order $Q\simeq n(V_P-V)$, the linear law.

Q. Show me numbers, with the arithmetic.

A. Take an idealized transistor at 300 K, so $\phi=0.025852$ V, with $\gamma=0.4\ \mathrm{V}^{1/2}$, $2\phi_F=0.9$ V, $C_{ox}=0.01\ \mathrm{F/m^2}$ and $G=2$ V. Then

$$y_a=-0.2+\sqrt{0.04+2-0.025852}=1.2192\ \mathrm{V}^{1/2},$$

$$\psi_a=1.5123\ \mathrm V,\qquad n=1+\frac{0.2}{1.2192}=1.1640.$$

Equation (10) gives

$$V_P=1.5123-0.9-0.025852\left[1+\ln\frac{1.1640}{0.1640}\right]=0.5358\ \mathrm V.$$

At the source, $V=0$ and $v=0.5358/0.025852=20.73$. The Lambert function returns $q=18.7925$, and indeed $18.7925-1+\ln18.7925=20.73$. The charge is

$$Q=0.030093\times18.7925=0.5655\ \mathrm V,$$

or $5.655\times10^{-3}\ \mathrm{C/m^2}$ after multiplication by $C_{ox}$. The strong-inversion estimate gives $q=18.65$, which is 0.8% below the Lambert value. At $V=0.8$ V, $v=-10.22$ and $q=9.909\times10^{-5}$; the weak-inversion estimate is higher by about one part in ten thousand, as expected from its relative error $q$.

Q. Those numbers check your algebra, not your approximations.

A. For that, compare with a reference that uses neither the tangent nor the charge sheet. It keeps holes in Poisson's equation, finds $\psi$ numerically and integrates the electron density over depth. It still shares the one-dimensional, classical description of the device, so the errors below measure the tangent, the frozen factor and the charge sheet, not the accuracy for a real transistor. That limit matters here. In silicon with a silicon-dioxide gate, these values mean an oxide about 3.5 nm thick and a doping near $5\times10^{17}\ \mathrm{cm^{-3}}$. On a (100) surface, quantum confinement then lowers the weak-inversion charge at a given gate voltage by a factor of 12 to 16 at the field of this example ($G=2$ V, $V\approx0.8$ V), and by a factor of about 4 to 9 at the lower fields of subthreshold operation with $V=0$. At the source the electrons are degenerate, and Fermi-Dirac statistics alone lower the charge by about 2%, more than any error in the table. Errors are relative to this reference.

| $V$ (V) | $Q$, unified (V) | $Q$, reference (V) | error |
|---|---|---|---|
| 0 | 0.5655 | 0.5688 | −0.57% |
| 0.4 | 0.1416 | 0.1408 | +0.57% |
| 0.6 | 0.00566 | 0.00569 | −0.54% |
| 0.8 | $2.982\times10^{-6}$ | $3.008\times10^{-6}$ | −0.89% |

On a grid from 0 to 0.9 V the largest error is 0.89% in magnitude, while the charge changes by nearly seven orders of magnitude. This accuracy depends on the body factor: at the same $G$ and $2\phi_F$, the largest error is about 6% for $\gamma=0.1\ \mathrm{V}^{1/2}$ and 10% for $\gamma=0.05\ \mathrm{V}^{1/2}$. More values are in the numerical output.

Q. Why does an error remain in weak inversion, where both approximations should be at their best?

A. Because the electron layer has a thickness. At distance $s=\psi-p$ below the surface potential, the electron density falls as $e^{-s/\phi}$. The local field is proportional to $\sqrt{y^2-s}$, and a weaker field means more depth per volt. Changing the integration variable from depth to potential gives

$$Q\simeq\frac{\gamma e^u}{2}\int_0^\infty\frac{e^{-s/\phi}}{y}\left(1+\frac{s}{2y^2}\right)ds
=\frac{\gamma\phi e^u}{2y}\left(1+\frac{\phi}{2y^2}\right).$$

The square root was expanded because $s$ is of order $\phi\ll y^2$; the two integrals are $\phi$ and $\phi^2$. The charge sheet omits the last correction. Here $\phi/(2y_a^2)=0.0087$, which accounts for nearly all of the 0.89%.

Q. And in strong inversion? You promised an expression for the error.

A. Compare the two models at the same $Q$. Solving (5) for $V$ gives the charge-sheet value,

$$V_{\rm sheet}=\psi-2\phi_F-\phi\ln\frac{Q(Q+2\gamma y)}{\gamma^2\phi}.$$

The unified model replaces $\psi$ by $\psi_a-Q/n$ and $Q+2\gamma y$ by $2\gamma y_a$. Subtracting,

$$V_{\rm sheet}-V_{\rm unified}
=\left(\psi-\psi_a+\frac Qn\right)-\phi\ln\frac{Q+2\gamma y}{2\gamma y_a}.$$

The bracket is $[Q-n(\psi_a-\psi)]/n=R/n$. For the logarithm, the factored form $Q=(y_a-y)(y_a+y+\gamma)$ gives

$$Q+2\gamma y-2\gamma y_a=(y_a-y)(y_a+y-\gamma).$$

Hence

$$V_{\rm sheet}-V_{\rm unified}=\frac{\gamma(y_a-y)^2}{2ny_a}
-\phi\ln\left[1+\frac{(y_a-y)(y_a+y-\gamma)}{2\gamma y_a}\right].\tag{12}$$

For $y<y_a$, the two contributions oppose each other when $y_a+y>\gamma$. At the source the charge-sheet solution has $\psi=1.0351$ V. The tangent contributes $+6.49$ mV and the frozen factor $-8.72$ mV, a total of $-2.23$ mV. By (8), $|dQ/dV|=nq/(1+q)\simeq1.105$, so the unified charge should exceed the charge-sheet value by about 2.5 mV. The values 0.5655 V and 0.5631 V agree with that.

Q. But your table says the unified charge is too low at the source.

A. The table uses the full reference, 0.5688 V, which lies above both. Electrons strengthen the field near the surface, so the same potential drop occupies less depth and contains fewer ionized acceptors. The charge sheet ignores this reduction. It assigns too much of the total charge to depletion and too little to electrons.

Q. Then raise the gate voltage until the tangent fails.

A. At $G=4$ V and $V=0$, the unified charge is 2.449 V against a reference of 2.504 V, an error of $-2.2\%$. This is a test of the equations, not a recommended operating point: with a silicon-dioxide gate of this capacitance, the oxide field would be about 8 MV/cm, close to breakdown. The source is now farther from the expansion point, and (4) shows why the tangent loses accuracy with that distance. The loss is gradual in this example. Near flat band or in accumulation, by contrast, $\psi\gg\phi$ no longer holds and the derivation itself does not apply.

Q. Is the gate response below threshold also correct? A good charge at one gate voltage does not prove a good slope.

A. In weak inversion $\psi\simeq\psi_a$, and (6) gives

$$\ln Q\simeq\ln(n-1)+\ln\phi+\frac{\psi_a-2\phi_F-V}{\phi}.$$

Differentiating $G=\psi_a+\gamma y_a$ gives $d\psi_a/dG=1/n$. Also $n-1\propto1/y_a$, so $d\ln(n-1)/d\psi_a=-1/(2y_a^2)$. At fixed $V$,

$$\frac{d\ln Q}{dG}=\frac{1}{n\phi}\left(1-\frac{\phi}{2y_a^2}\right).\tag{13}$$

This is $32.94\ \mathrm{V^{-1}}$ here, against $32.93\ \mathrm{V^{-1}}$ from finite differences of the reference. The gate swing per decade of charge is $\ln10/32.94=69.9$ mV. This is for $V=0.8$ V, where the depletion layer is wide. With $V=0$ and $G$ between 0.8 and 1.0 V, $y_a$ is smaller: (13) still matches the reference to 0.2%, but the swing is 76 to 79 mV and the charge error grows to 2 to 3%.

Q. What does a current model gain from all this?

A. An integral that can be done by hand. Let $x$ run from source to drain, with channel width $W$, length $L$ and constant mobility $\mu$. The current magnitude is $I=\mu WC_{ox}Q\,dV/dx$. It is the same at every $x$, so integration over the channel gives

$$I=\mu\frac WL C_{ox}\int_{V_s}^{V_d}Q\,dV.$$

From (9), $dV=-\phi(1+1/q)dq$, so $Q\,dV=-n\phi^2(q+1)dq$. Therefore

$$I=\mu\frac WL C_{ox}n\phi^2
\left[\left(\frac{q_s^2}{2}+q_s\right)-\left(\frac{q_d^2}{2}+q_d\right)\right].\tag{14}$$

By (7), the quadratic terms come from drift and the linear ones from diffusion. For $\mu=0.03\ \mathrm{m^2/(V\,s)}$, $W/L=10$, $V_s=0$ and $V_d=0.8$ V, the drain terms are negligible:

$$I=0.03\times10\times0.01\times0.030093\times0.025852
\left(\frac{18.79^2}{2}+18.79\right)\mathrm A.$$

This is 456 µA. Since $V_d>V_P$, the device is in saturation, and the result needs a long channel. For $L=1$ µm the lateral field near the drain changes about as fast as the vertical one, and the implied electron velocity exceeds silicon's saturation value of about $10^5$ m/s. For $L=10$ µm the lateral term is about 1%. Integrating the reference charge gives the same current to 0.01%.

Q. That is better than the charge itself. Should I believe such accuracy?

A. Not as a general property. The charge error is negative at the source and positive at intermediate $V$, so it nearly cancels in the integral. It turns negative again toward the drain, but the charge there is too small to matter. At this gate voltage, the charge errors in the table are the safer guide to how well (9) approximates the classical model. They do not include the effects left out of that model.

## Table of computed values

```
Temperature: 300 K
Thermal voltage phi: 0.025852 V
Body factor gamma: 0.40 V^0.5
Bulk potential 2 phi_F: 0.90 V
Oxide capacitance: 0.010 F/m^2
Gate minus flat band G: 2.00 V
Root y_a: 1.21921 V^0.5
Zero-charge surface potential: 1.51232 V
Slope factor n: 1.16404 (dimensionless)
Pinch-off potential VP: 0.53581 V
Pinch-off charge n phi: 0.030093 V
Pinch-off charge magnitude: 3.0093e-04 C/m^2
Table: V [V], (VP-V)/phi, q, Q unified [V],
       Q reference [V], unified error [%]
0.0000   20.7260 1.87925e+01 5.65519e-01 5.68776e-01 -0.57
0.2000   12.9896 1.15435e+01 3.47376e-01 3.46915e-01 +0.13
0.4000    5.2533 4.70470e+00 1.41578e-01 1.40776e-01 +0.57
0.5358    0.0000 1.00000e+00 3.00928e-02 3.00436e-02 +0.16
0.6000   -2.4831 1.88036e-01 5.65854e-03 5.68934e-03 -0.54
0.7000   -6.3513 4.71986e-03 1.42034e-04 1.43288e-04 -0.88
0.8000  -10.2194 9.90855e-05 2.98176e-06 3.00839e-06 -0.89
Largest absolute error, V from 0 to 0.9 V: 0.89 %
Source charge magnitude, unified: 5.6552e-03 C/m^2
Source q, strong-inversion estimate: 18.6474
Drain q, weak-inversion estimate: 9.90953e-05
Charge-sheet surface potential at V=0: 1.03510 V
Charge-sheet Q at V=0: 0.56305 V
Tangent remainder at V=0: 7.554 mV
Voltage shift from linearization: +6.490 mV
Voltage shift from prefactor: -8.722 mV
Total voltage shift: -2.232 mV
Second gate bias G: 4.00 V
Q at second bias and V=0, unified: 2.44850 V
Q at second bias and V=0, reference: 2.50429 V
Unified error at second bias: -2.23 %
Weak log-slope, formula: 32.9416 1/V
Weak log-slope, reference: 32.9330 1/V
Subthreshold swing, formula: 69.899 mV/decade
Mobility: 0.030 m^2/(V s)
Width/length: 10.0 (dimensionless)
Drain potential: 0.80 V
Current, unified: 455.973 microampere
Current, reference: 455.931 microampere
Current error: +0.01 %
Wright omega at z=1000: 993.099169
```
